# Mass titration of an oxide: zero-charge limit and acid-impurity error

## Problem

An oxide powder of specific area \(S\) is stirred into a solution of an indifferent 1:1 salt, and the pH is read at growing solid loading \(m\), in grams of solid per litre of liquid. The surface carries a proton charge density \(\sigma(\mathrm{pH})\), a continuous function that falls strictly with pH and is zero at the point of zero charge (PZC). A powder is called pure if, when dry, it brings no net acid or base.

(a) Write the proton balance. Show that the pH of a pure oxide moves monotonically to the PZC as \(m\) grows, and find the leading error at large \(m\).

(b) The powder now releases \(n_A\) moles of strong acid per gram, with an anion that does not bind to the surface. Find where the pH levels off, and the error to first order in \(n_A\).

(c) Find the plateau error beyond first order for a surface with \(N\) sites per area, each of charge \(-e/2\) or, when protonated, \(+e/2\), behind a Stern layer of capacitance \(C\) and a flat Gouy–Chapman diffuse layer.

(d) Evaluate the results for PZC 8, \(S=50\) m²/g, \(N=8\) nm⁻², \(C=100\) µF/cm², 10 mmol/L salt, \(n_A=5\) µmol/g, 25 °C, relative permittivity 78.4 and \(\mathrm pK_w=14\). Follow suspensions that start at pH 4 and at pH 10 up to 200 g/L. Can the curves reveal the impurity?

(e) Estimate the effects that the model leaves out.

Throughout, pH means \(-\log_{10}\) of the proton concentration in mol/L, the oxide does not dissolve, and carbon dioxide is excluded until part (e). The bulk salt concentration is held fixed as \(m\) varies, and the double layers of different particles do not overlap. The limit \(m\to\infty\) is therefore a limit of the balance equation, approached in practice while the suspension is still dilute enough for these conditions.

## Solution

### (a) The pure oxide

Count protons per litre of liquid, relative to water, salt and the uncharged surface. Let \(c_A\) be the net strong acid in the starting liquid, negative for a base. Dissociation of water makes one H⁺ and one OH⁻, so the excess held in solution is \([\mathrm H]-[\mathrm{OH}]\). The surface holds \(\sigma/F\) moles of excess protons per area, with \(F\) the Faraday constant, and there is an area \(Sm\) per litre. With the impurity of part (b) included at once,

\[
c_A+n_Am=[\mathrm H]-[\mathrm{OH}]+\frac{Sm\,\sigma(\mathrm{pH})}{F}.
\]

The bulk concentrations are used for all the liquid, which neglects the altered H⁺ and OH⁻ content of the diffuse layers. Collect the terms that do not grow with \(m\) on the left:

\[
G(\mathrm{pH})=m\,g(\mathrm{pH}),\qquad
G=c_A-[\mathrm H]+[\mathrm{OH}],\qquad
g=\frac{S\sigma}{F}-n_A .
\]

\(G\) rises with pH, since \(G'=\ln10\,([\mathrm H]+[\mathrm{OH}])>0\), and it vanishes at the pH of the starting liquid, \(\mathrm{pH}_0\). With \(\beta=-d\sigma/d\mathrm{pH}>0\), \(g'=-S\beta/F<0\), so \(g\) falls. Call its zero \(\mathrm{pH}_\infty\). For a pure oxide \(n_A=0\), and \(\mathrm{pH}_\infty\) is the PZC.

The difference \(G-mg\) rises strictly, so it has at most one root. Suppose \(\mathrm{pH}_0<\mathrm{pH}_\infty\). At \(\mathrm{pH}_0\) the difference is \(-mg<0\), and at \(\mathrm{pH}_\infty\) it is \(G>0\). The root lies between them. If \(\mathrm{pH}_0>\mathrm{pH}_\infty\), both signs reverse and the conclusion is the same.

To see how the root moves, differentiate \(G=mg\) with respect to \(m\):

\[
G'\frac{d\mathrm{pH}}{dm}=g+mg'\frac{d\mathrm{pH}}{dm}
\quad\Rightarrow\quad
\frac{d\mathrm{pH}}{dm}=\frac{g}{G'-mg'} .
\]

The denominator is positive. The pH therefore rises where \(g>0\), below \(\mathrm{pH}_\infty\), and falls above it: the motion is monotonic. Between \(\mathrm{pH}_0\) and \(\mathrm{pH}_\infty\) the function \(G\) is bounded, so \(g=G/m\to0\), and the pH tends to \(\mathrm{pH}_\infty\). For the pure oxide this proves that the limit is the PZC. Physically, the liquid offers a finite number of protons, and they are spread over an ever larger area.

For the leading error put \(\mathrm{pH}=\mathrm{pH}_\infty+\delta\). Then \(g\approx-S\beta_\infty\delta/F\), with \(\beta_\infty\) the slope at \(\mathrm{pH}_\infty\), while \(G\approx G(\mathrm{pH}_\infty)\). Hence

\[
\delta\approx-\frac{F\,G(\mathrm{pH}_\infty)}{S\,\beta_\infty\,m}.
\]

A start below \(\mathrm{pH}_\infty\) has \(G(\mathrm{pH}_\infty)>0\) and approaches from below. The \(1/m\) law needs a finite, nonzero slope \(\beta_\infty\). If the slope vanishes there, the limit is unchanged but the approach is slower: for \(\sigma\propto(\mathrm{PZC}-\mathrm{pH})^3\) the error falls only as \(m^{-1/3}\).

### (b) Acid that comes with the solid

Nothing in the argument required \(n_A=0\), provided \(g\) still has a zero, which means that the surface can hold the charge \(Fn_A/S\). The pH again levels off, now where \(g=0\) with \(n_A\neq0\):

\[
\sigma_\infty=\frac{Fn_A}{S}.
\]

Each added gram brings its acid and the area that takes it up, in a fixed ratio. More solid removes the memory of the starting liquid but leaves this charge per area unchanged. Since \(\sigma_\infty>0\), the plateau lies below the PZC. Near the PZC, \(\sigma\approx-\beta_0\,(\mathrm{pH}-\mathrm{PZC})\), where \(\beta_0\) is the slope at the PZC, so to first order

\[
\Delta\mathrm{pH}=\mathrm{pH}_\infty-\mathrm{PZC}\approx-\frac{Fn_A}{S\beta_0}.
\]

A base impurity is the case \(n_A<0\) and raises the plateau.

### (c) The plateau error for a definite surface

Let \(\theta\) be the protonated fraction of sites, so that \(\sigma=eN(\theta-\tfrac12)\). The free energy per site, in units of \(kT\), is the sum of mixing, proton uptake from solution and electrical charging:

\[
f=\theta\ln\theta+(1-\theta)\ln(1-\theta)-\theta\ln10\,(\mathrm{PZC}-\mathrm{pH})
+\frac{1}{NkT}\int_0^{\sigma}\psi_0\,d\sigma' .
\]

Here \(\psi_0\) is the surface potential. The uptake term is fixed by requiring \(\theta=\tfrac12\) at the PZC, where \(\psi_0=0\). Because \(d\sigma=eN\,d\theta\), setting \(df/d\theta=0\) gives

\[
\ln\frac{\theta}{1-\theta}=\ln10\,(\mathrm{PZC}-\mathrm{pH})-\frac{e\psi_0}{kT}.
\]

With \(\theta=\tfrac12(1+s)\) and \(s=2\sigma/(eN)\), the left side is \(\ln[(1+s)/(1-s)]=2\,\mathrm{artanh}\,s\).

The potential drops by \(\sigma/C\) across the charge-free Stern layer, so \(\psi_0=\psi_d+\sigma/C\). In the diffuse layer let \(y=e\psi/kT\), let \(n\) be the number density of salt and \(\varepsilon\) the permittivity. The Poisson–Boltzmann equation is \(\varepsilon\psi''=2en\sinh y\). Multiply by \(\psi'\) and integrate from the bulk, where \(\psi\) and \(\psi'\) vanish:

\[
\frac{\varepsilon}{2}\psi'^2=2nkT(\cosh y-1)=4nkT\sinh^2\frac y2 .
\]

The potential decays away from a positive surface, so \(\psi'=-\sqrt{8nkT/\varepsilon}\,\sinh(y/2)\). Gauss's law, \(\sigma=-\varepsilon\psi'\) at the inner edge of the diffuse layer, then gives

\[
\sigma=\sigma_*\sinh\frac{e\psi_d}{2kT},\qquad \sigma_*=\sqrt{8\varepsilon kTn}.
\]

Solve for \(\psi_d\), insert \(\psi_0\) into the site equilibrium and set \(\sigma=\sigma_\infty\):

\[
\Delta\mathrm{pH}=-\frac1{\ln10}\left[
2\,\mathrm{artanh}\frac{2\sigma_\infty}{eN}
+\frac{e\sigma_\infty}{kTC}
+2\,\mathrm{arsinh}\frac{\sigma_\infty}{\sigma_*}\right].
\]

Within this model no expansion in \(n_A\) has been made. The same relation holds between pH and \(\sigma\) at any charge, and its derivative gives the slope

\[
\beta(\sigma)=\ln10\left[\frac{4/(eN)}{1-(2\sigma/eN)^2}+\frac{e}{kTC}+\frac{2}{\sqrt{\sigma_*^2+\sigma^2}}\right]^{-1}.
\]

Two limits in salt are useful. At high salt \(\sigma_*\) is large and the diffuse term fades as \(1/\sqrt n\) (with the numbers of part (d) it is still \(-0.07\) of a total \(-0.25\) at 1 mol/L), but the site and Stern terms remain, so salt reduces the error without removing it. At low salt, \(\mathrm{arsinh}\,x\approx\ln2x\), and since \(\sigma_*\propto\sqrt n\), each tenfold dilution lowers the plateau by about one further pH unit. That law needs \(\sigma_\infty\gg\sigma_*\), and it holds only while the Debye length, which grows as \(1/\sqrt n\), stays small compared with the particle radius and with the gaps between particles. With the numbers of part (d) the flat formula gives a step of only 0.81 from 10 to 1 mmol/L. For the 15 nm particles of part (e) the Debye length is already 0.64 of the radius at 1 mmol/L, so those particles have no range of salt in which the law applies.

### (d) Numbers

The plateau charge is

\[
\sigma_\infty=\frac{(96485\ \mathrm{C/mol})(5\times10^{-6}\ \mathrm{mol/g})}{50\ \mathrm{m^2/g}}
=0.965\ \mathrm{\mu C/cm^2}.
\]

The scales to compare it with are \(eN=128.2\) µC/cm², \(\sigma_*=1.173\) µC/cm² and \(kT/e=25.69\) mV. The three parts of the error are:

- sites: \(-2\,\mathrm{artanh}(2\times0.965/128.2)/\ln10=-0.013\);
- Stern layer: \(0.965/100\) V is 9.65 mV, and \(-(9.65/25.69)/\ln10=-0.163\);
- diffuse layer: \(-2\,\mathrm{arsinh}(0.965/1.173)/\ln10=-0.651\).

Their sum, before rounding, is \(\Delta\mathrm{pH}=-0.828\), so the plateau is at pH 7.17 instead of 8. The slope at the PZC is \(\beta_0=1.084\) µC/cm² per pH unit, and the first-order estimate is \(-0.965/1.084=-0.890\). It is too large in magnitude by about 0.06 pH unit, because the slope grows with charge here, to 1.326 µC/cm² per pH unit at the plateau.

For an error of 0.1 pH unit the allowed impurity is \(S\beta_0(0.1)/F=0.56\) µmol/g, about a ninth of the amount assumed.

The starting liquids contain \(c_A=+0.100\) and \(-0.100\) mmol/L. Numerical root finding on the proton balance gives these pH values:

| \(m\) (g/L) | pure, from 4 | pure, from 10 | impure, from 4 | impure, from 10 |
|---:|---:|---:|---:|---:|
| 1 | 4.24 | 9.93 | 4.20 | 9.91 |
| 10 | 6.55 | 9.25 | 6.06 | 8.75 |
| 50 | 7.65 | 8.34 | 6.90 | 7.48 |
| 200 | 7.91 | 8.09 | 7.10 | 7.25 |

The \(1/m\) law accounts for the last row. For the pure oxide from pH 4, \(G(8)=0.100-0.00001+0.001=0.101\) mmol/L and \(Sm=10^4\) m²/L. Then \(FG/(Sm)=0.097\) µC/cm², and \(\delta=-0.097/1.084=-0.09\), as in the table.

The convergence of the curves does not reveal the impurity. If nothing is assumed about \(\sigma(\mathrm{pH})\) except that it falls, no set of curves at one salt concentration does, because a pure oxide with the charge density \(\sigma-\sigma_\infty\) would obey the same balance. The shape of the curves can reveal it if the surface is known to be of the type in part (c). Each reading gives \(FG/(Sm)=\sigma-\sigma_\infty\), and with the present numbers \(\beta(\sigma)\) is smallest at \(\sigma=0\) over the pH range 0 to 14 (it falls lower only near site saturation, far outside that range). The impure run from pH 10 passes through pH 8, and there, not at its plateau of 7.17, the slope of \(FG/(Sm)\) against pH is smallest. For a pure oxide the two points coincide. This test is only as good as the assumed form of \(\sigma(\mathrm{pH})\). The two impure runs converge just as the pure ones do, and at 200 g/L they lie closer together (0.15 against 0.18 pH unit), because \(G\) has nearly the same size in both cases while \(\beta_\infty\) is larger for the impure powder. A liquid that starts at pH 7.17 does not change at all when impure powder is added, since \(G\) and \(g\) then vanish together. Absence of a pH change identifies \(\mathrm{pH}_\infty\), which is the PZC if the powder is pure.

Two further measurements also separate the cases within this model. In 100 mmol/L salt, with all else fixed, the impure plateau moves from 7.17 to 7.60, while the pure one stays at 8.00. At the impure plateau in 10 mmol/L salt the particles also carry \(\psi_d=2(25.69\ \mathrm{mV})\,\mathrm{arsinh}(0.965/1.173)=38.5\) mV. If the zeta potential is close to \(\psi_d\), it is then clearly positive, whereas at the pure plateau it is zero. Both tests refer to the plateau of a closed vessel. At 200 g/L the pure run from pH 4 still moves from 7.91 to 7.96 with the added salt and has \(\psi_d=4\) mV, and the pure oxide open to air as in part (e) moves from 7.71 to 7.83 and has \(\psi_d=14\) mV: the same signs as for the acid impurity, at smaller size. Ions that bind specifically can also shift the pH and the zeta potential, so such a signal shows that the simple pure-oxide picture fails but does not by itself name acid as the cause.

### (e) What the model leaves out

**Curvature and overlap.** For spheres of density 4 g/cm³, the radius is \(3/(\rho S)=15\) nm, only about five Debye lengths of 3.04 nm. I replace the flat diffuse layer by a numerical solution of the Poisson–Boltzmann equation around one sphere, in a spherical cell holding its share of the liquid at 200 g/L, with zero field at the cell edge. At the same \(\sigma_\infty\), \(\psi_d\) falls from 38.5 to 33.3 mV and the plateau error from \(-0.83\) to \(-0.74\). The potential at the cell edge is 0.004 mV, so for evenly dispersed particles overlap is negligible and the change comes from curvature. Even dispersion is not assured: a DLVO estimate with Hamaker constants of 2 to \(6\times10^{-20}\) J gives a barrier of only 3 to 8 \(kT\) at the impure plateau and none near the PZC. If aggregates are represented by the same cell at a local solid volume fraction of 0.2, 0.4 or 0.6, the error is \(-0.74\), \(-0.77\) or \(-0.89\). The Stern layer was kept flat and thin; a curved one of thickness 0.35 to 0.7 nm would bring the error to between \(-0.71\) and \(-0.69\). Curvature also raises \(\beta_0\) from 1.08 to 1.25 µC/cm² per pH unit, so the impurity allowed for an error of 0.1 pH unit becomes 0.65 instead of 0.56 µmol/g.

**Ion pairs.** The model lets no salt ion pair with a charged site. If cation and anion pair equally strongly at the Stern plane, the PZC stays at 8, but the surface takes up protons more easily. For illustrative constants \(\log K=-1\) and \(-0.5\) (\(K\) in L/mol), with all else fixed and a flat diffuse layer, \(\beta_0\) rises to 1.27 and 1.62 µC/cm² per pH unit and the plateau error shrinks to \(-0.71\) and \(-0.56\).

**Salt.** A positive surface expels cations from its diffuse layer. If the total salt, instead of its bulk concentration, is fixed at 10 mmol/L, the expelled salt raises the bulk value. With Debye length \(\lambda\), \(y_d=e\psi_d/kT\) and \(dx=-\lambda\,dy/[2\sinh(y/2)]\), the missing cations per area are

\[
c\int_0^\infty(1-e^{-y})\,dx=c\lambda\int_0^{y_d}e^{-y/2}\,dy=2c\lambda\,(1-e^{-y_d/2}).
\]

Multiplied by \(Sm\) and solved self-consistently for the bulk concentration \(c\), this gives 10.32 mmol/L at 200 g/L and moves the error only to \(-0.82\). The H⁺ and OH⁻ imbalance in the diffuse layer, neglected in part (a), is about \(10^{-5}\) of the surface proton charge at the plateau.

**Air.** In an open vessel, bicarbonate and carbonate add \([\mathrm{HCO_3^-}]+2[\mathrm{CO_3^{2-}}]\) to \(G\). I use rough constants: \(4.2\times10^{-4}\) atm of CO₂, a solubility of 34 mmol/L per atm, and pK values 6.35 and 10.33. With no acid or base in the starting liquid and 200 g/L of solid, the pure oxide then reads 7.71 instead of 8.00, and the impure one 7.11 instead of 7.17. The pure oxide suffers more, mainly because bicarbonate at fixed CO₂ pressure rises tenfold per pH unit, and also because its slope \(\beta\) is smaller. This acid is counted per litre, not per gram, so in this estimate its effect fades as \(m\) grows. Two amounts that scale with area are left out. Bicarbonate held in the diffuse layer leaves about \(-0.005\) pH unit on the impure plateau at any loading. Carbonate bound to the surface has not been estimated, and its effect would not fade.

**The real case.** The parameters are round values in the rough range of fine oxide abrasives for chemical-mechanical polishing, and stand for no particular oxide. Silica, with a PZC of roughly 2 to 3, lies well outside them. A loading of 200 g/L in water is about 17 % solid by mass. If the impurity were HCl, 5 µmol/g would be about 0.02 % of the powder mass, so a small residue can matter when \(S\) and \(\beta_0\) have the values used here. Of the effects estimated above, contact with air moves the pure reading most, by about 0.6 pH unit at 50 g/L and about 0.3 pH unit at 200 g/L (0.29 as computed above, 0.27 with a curved diffuse layer, 0.33 with the pK values corrected to the ionic strength), and the impurity error shrinks by 0.09 to 0.14 from curvature and by 0.12 to 0.27 from the ion pairing assumed above. Formulated slurries may also contain buffers, dissolved oxide and adsorbing additives; these break the proton balance used here, and their effect has not been estimated.
